Frequency Prefactors of Absorption and Emission and the Strickler-Berg Rate, part 1

(Sections cited here and not found follow in the second part.)

## First half: the frequency prefactors

**Q:** The same transition dipole drives absorption and emission. Why should the two spectra depend on frequency in different ways?

**A:** Because different things are measured. An absorption cross section is a transition rate divided by the flux of photons sent in. A spontaneous emission rate is a sum over all the field modes into which a photon can go. The dipole enters both alike, but the field does not.

To see what the field contributes, take Hartree atomic units, in which ħ, the electron mass, the elementary charge and 4πε₀ are all one, and the speed of light is c = 137.036. Let ω be the angular frequency of light, ω = 2πν, so a power of ω is the same power of ν. The molecule sits in a transparent, nonmagnetic medium whose refractive index n does not vary with frequency over the two bands. The field acting on the molecule is taken to be the average field in the medium, which means that local-field factors are set to one.

**Q:** Then start with one mode of the field. How strong is the electric field of a photon in a box?

**A:** Take a running wave with wavevector k and unit polarization vector u in a periodic box of volume V. Its electric field operator has the form

E(r) = i F u [a exp(ik·r) − a† exp(−ik·r)],

where a and a† remove and add one photon, and the real amplitude F is to be found. Squaring gives

E² = −F² [a exp(ik·r) − a† exp(−ik·r)]²
   = F² (a a† + a† a) + terms that change the photon number by two.

The last terms have no expectation value in a state with N photons. Since a†a gives N and aa† gives N + 1,

⟨E²⟩ = F² (2N + 1).

The electric energy density in these units is n²E²/(8π). In a running wave the magnetic energy has the same mean, so the total energy is V n²⟨E²⟩/(4π). It must equal the oscillator energy ω(N + ½):

V n² F² · 2(N + ½)/(4π) = ω(N + ½),

F² = 2πω/(n²V).

So the squared field per photon carries one power of ω. This is natural: a quantum of higher frequency has more energy, and field energy is quadratic in the field.

**Q:** How does that become an absorption cross section?

**A:** The molecule is much smaller than the wavelength, so exp(ik·r) can be set to one at its position. The coupling is then −μ·E, with μ the electric dipole operator. Let the molecule go from state i to a higher state f, with μ_fi = ⟨f|μ|i⟩, while the photon number drops from N to N − 1. Since ⟨N−1|a|N⟩ = √N, the squared matrix element is

F² N |u·μ_fi|².

The golden rule, valid for weak coupling, gives the rate as 2π times this times a delta function for energy conservation:

rate = 2π · [2πω/(n²V)] · N |u·μ_fi|² δ(ω − ω_fi), ω_fi = E_f − E_i.

There are N/V photons per volume moving at speed c/n, so the incident flux is Nc/(nV). Dividing,

σ = [4π²ω N/(n²V)] · [nV/(Nc)] · |u·μ_fi|² δ(ω − ω_fi)
  = [4π²ω/(nc)] |u·μ_fi|² δ(ω − ω_fi).

The photon number and the volume cancel, as they must. One factor 1/n survives, because n² in the denominator of F² is partly offset by the slower flux.

For molecules oriented at random, the average of the product of two Cartesian components of u, seen from the molecule, is 1/3 if the components are the same and 0 if they differ. Therefore |u·μ_fi|² averages to |μ_fi|²/3, and

σ(ω) = [4π²ω/(3nc)] |μ_fi|² δ(ω − ω_fi).

Here the orientation is treated as fixed during the transition, so rotational structure is assumed unresolved and small compared with ω.

**Q:** You counted absorption alone. Light also stimulates emission.

**A:** It does if the upper state is populated. I assume that the thermal energy kT is far below the electronic gap, and that the light is weak, so the upper electronic state is empty before absorption. Then there is nothing to subtract.

**Q:** Now the emission. Where do its further powers of frequency come from?

**A:** Start with the molecule in the upper state i and no photon. Since ⟨1|a†|0⟩ = 1, the squared matrix element for emission into one mode is F²|u·μ_fi|². There is no incident flux to divide by. Instead, all modes must be added.

In a periodic box the number of wavevectors in d³k is V d³k/(2π)³. In the medium k = nω/c, so for directions within the solid angle dΩ

V k² dk dΩ/(8π³) = V (nω/c)² (n/c) dω dΩ/(8π³)
                 = V n³ω² dω dΩ/(8π³c³).

That is the count for each polarization. The two polarization vectors and the direction k/k form an orthonormal set, so the sum over polarizations is

Σ_u |u·μ_fi|² = |μ_fi|² − |(k/k)·μ_fi|².

Integrating over all directions, the first term gives 4π|μ_fi|². The second gives 4π|μ_fi|²/3, by the same average of 1/3 as before. The difference is (8π/3)|μ_fi|².

Now write ω_if = E_i − E_f for the positive emission frequency, and multiply the pieces. The number of photons emitted per unit time and unit angular frequency is

I(ω) = 2π · [2πω/(n²V)] · [V n³ω²/(8π³c³)] · (8π/3) |μ_fi|² δ(ω − ω_if).

The first three factors combine to

4π²ω · n ω²/(8π³c³) = nω³/(2πc³),

and multiplication by 8π/3 gives

I(ω) = [4nω³/(3c³)] |μ_fi|² δ(ω − ω_if).

One power of ω comes from the field of a single photon, and it is the same power that appears in absorption. The other two come from the density of modes: in three dimensions the number of modes in a frequency interval grows as ω².

**Q:** Is I a number of photons or an energy?

**A:** A number. The radiated power per unit frequency is ωI(ω), which has the prefactor ω⁴. The distinction matters when a measured spectrum is used for averages, and its cost can be worked out once there is a band to average over.

**Q:** The derivation leans on a formula for the mode density and on a flux. Can either prefactor be checked without repeating the same formula?

**A:** Yes. For emission, one can build the discrete modes of a finite box and add the golden-rule rates mode by mode, with the delta function replaced by a narrow Gaussian. Neither the factor ω² nor the angular factor 8π/3 is put in; both have to emerge from the sum. The squared field per photon, F² = 2πω/(n²V), is put in, so this sum does not test it. For absorption, one can solve the Schrödinger equation of a two-level molecule driven by a weak pulse, average over orientation, and divide the absorbed energy by the incident energy per area and per frequency. The program does both. In the second test n enters only through the incident energy per area, which is written in by formula, so the factor 1/n of the cross section rests on the derivation above and not on this test.

For a moment of 1.5 e·a₀, at ω = 0.12 hartree and n = 1, the emission law gives

k = 4 · 0.12³ · 1.5²/(3 · 137.036³) = 2.0145 × 10⁻⁹ atomic units,

and the mode sum gives 2.0151 × 10⁻⁹. At half the frequency the law gives 2.518 × 10⁻¹⁰, which is smaller by a factor of eight. The integrated cross section of the driven molecule changes from 0.02593 to 0.01296 a₀²·hartree, a factor of two. If n is raised to 1.4 at ω = 0.12 hartree, the law for the emission rate rises by the factor 1.4 to 2.820 × 10⁻⁹, while the absorption area falls by the same factor to 0.01852 a₀²·hartree.

**Q:** At the lower frequency the mode sum printed 2.5211 × 10⁻¹⁰, not 2.5181 × 10⁻¹⁰. Is that a flaw in the law?

**A:** No, it is the width of the Gaussian. If frequencies are spread about ω₀ with standard deviation s, then

⟨(ω₀ + x)³⟩ = ω₀³ + 3ω₀²⟨x⟩ + 3ω₀⟨x²⟩ + ⟨x³⟩ = ω₀³ + 3ω₀s²,

because odd moments of x vanish. The relative excess is 3s²/ω₀². In this sum s is 0.6 of a mode spacing and ω₀ is 30 spacings, so the excess is 3 · 0.36/900 = 0.0012. That is the difference seen.

**Q:** What is the relation between the two processes for a single line?

**A:** Integrate each expression over its line. The emission rate is k = 4nω³|μ_fi|²/(3c³), and the absorption area is ∫σ dω = 4π²ω|μ_fi|²/(3nc). Their ratio is

k / ∫σ dω = [4nω³/(3c³)] · [3nc/(4π²ω)] = n²ω²/(π²c²).

The moment has disappeared. The factor n² arises because emission grows as n while absorption falls as 1/n. The program tests this ratio too, using the mode sum for the numerator and the driven molecule for the denominator. If a local-field factor multiplied the squared coupling equally in both processes, it would cancel here, although k and σ would each change.

**Q:** A molecule has no single line. Which frequency do I use in ω² when the band is broad, and when emission lies below absorption?

**A:** In general, neither the centre of the absorption band nor that of the emission band will do. The prefactor has to be kept inside each spectrum, and for that the vibrations must be included.

Let g and e be the lower and upper electronic states, both nondegenerate, with vibrational Hamiltonians H_g and H_e. H_e includes the electronic gap. In the Born-Oppenheimer approximation a vibronic state is an electronic wavefunction, which depends on the nuclear coordinates Q, times a vibrational one. Integrating the dipole over the electrons leaves a function of the nuclear coordinates,

μ(Q) = ⟨e; Q|μ|g; Q⟩,

which can be taken real for real electronic wavefunctions. The dipole operator is Hermitian, so the same function serves for absorption and for emission. From here on, i and f denote vibrational states, and μ_fi = ⟨f|μ(Q)|i⟩.

Before each process the vibrations are assumed to be in thermal equilibrium within the initial electronic state. For emission this requires vibrational relaxation to be much faster than the total decay of the excited state, with and without light. With thermal weights p_i, adding the lines gives

σ(ω) = [4π²ω/(3nc)] L_abs(ω),
I(ω) = [4nω³/(3c³)] L_em(ω),

with

L_abs(ω) = Σ_if p_i |μ_fi|² δ(ω − E_f + E_i), i in g, f in e,
L_em(ω) = Σ_if p_i |μ_fi|² δ(ω − E_i + E_f), i in e, f in g.

The functions L are the lineshapes proper. They hold the energies and the moments of the molecule, while the prefactors hold the field. Moving a prefactor outside the sum is allowed because each delta function sets ω equal to the frequency of its own line.

**Q:** In a time-dependent calculation I never see separate lines. Where do the prefactors go then?

**A:** They stay outside. Use

δ(x) = (1/2π) ∫ exp(ixt) dt,

with t running from −∞ to ∞. For absorption x = ω − E_f + E_i, so

L_abs(ω) = (1/2π) ∫ dt exp(iωt) Σ_if p_i exp(iE_i t) ⟨i|μ|f⟩ exp(−iE_f t) ⟨f|μ|i⟩.

The energies can be written as operators acting on their own eigenstates. The sum over f is then a complete set of vibrational states of e and can be removed, and the sum over i becomes a trace with the thermal density operator ρ_g:

L_abs(ω) = (1/2π) ∫ dt exp(iωt) C_abs(t),
C_abs(t) = Tr[ρ_g exp(iH_g t) μ exp(−iH_e t) μ].

A scalar product is understood between the two vectors μ. For emission x = ω − E_i + E_f. The delta function is even, so one may use exp(−ixt) instead, and the same steps give

L_em(ω) = (1/2π) ∫ dt exp(−iωt) C_em(t),
C_em(t) = Tr[ρ_e exp(iH_e t) μ exp(−iH_g t) μ].

The correlation function contains no factor of ω or ω³. Each is applied after the Fourier transform. If μ depends on Q, it must stay inside the trace as an operator, and this is how Herzberg-Teller coupling, the dependence of the moment on the nuclear coordinates, enters a time-dependent spectrum.

**Q:** Does the order of operators and the sign in the exponent survive a test?

**A:** The program propagates both correlation functions for a displaced and distorted oscillator, transforms them, and compares the result with a line list obtained by diagonalization. It does so for a constant moment and for one linear in Q. To give the lines a finite width, C(t) is multiplied by exp(−s²t²/2), which turns each delta function into a Gaussian of standard deviation s. The two routes agree to better than one part in 10⁸ of the peak.

## Second half: the radiative rate and its assumptions

**Q:** Before going on, restate what is needed.

**A:** Here σ(ω) is the absorption cross section, I(ω) the number of photons emitted per unit time and angular frequency, n the refractive index, c the speed of light, and μ(Q) the transition moment as a function of the nuclear coordinates. The lower and upper electronic states are g and e. The results carried over are

σ(ω) = [4π²ω/(3nc)] L_abs(ω),
I(ω) = [4nω³/(3c³)] L_em(ω),

where L_abs and L_em are thermally weighted sums of |⟨f|μ(Q)|i⟩|² over lines, starting from g and from e respectively. Atomic units are used, and the vibrations are in equilibrium before each process.

**Q:** The radiative rate is a property of the excited state. How can an absorption spectrum know it?

**A:** Through the area of the lineshape. Integrate L_abs over frequency. Each delta function gives one, and the final vibrational states form a complete set:

∫L_abs dω = Σ_i p_i Σ_f ⟨i|μ|f⟩·⟨f|μ|i⟩ = Σ_i p_i ⟨i| |μ(Q)|² |i⟩ = ⟨|μ|²⟩_g.

This is also C_abs(0), since at t = 0 the exponentials are one. The energies of the upper state have dropped out. The area measures the mean square of the moment over the thermal distribution of nuclear positions in g. In the same way,

∫L_em dω = ⟨|μ|²⟩_e,

where the average is now over the nuclear positions in e. Dividing each spectrum by its prefactor gives

∫ σ(ω)/ω dω = [4π²/(3nc)] ⟨|μ|²⟩_g,
∫ I(ω)/ω³ dω = [4n/(3c³)] ⟨|μ|²⟩_e.

**Q:** A complete set of final states includes very high vibrational levels of g. Some lie above the initial level of e, and the molecule cannot emit into those.

**A:** That is correct, and such states do not belong in the emission spectrum. Closure therefore requires that they carry negligible weight |⟨f|μ|i⟩|². This holds when the whole emission band, including its low-frequency tail, lies well above zero frequency. In the example below, the program asserts that all lines below 0.01 hartree together hold less than 10⁻¹⁰ of the total strength. For a small gap and a large displacement the step would fail.

**Q:** Then what is the rate?

**A:** The radiative rate is the total number of photons per unit time, k_r = ∫I dω. An emission spectrum is often known only up to a constant factor, so define a quantity that does not depend on that factor:

⟨ω⁻³⟩⁻¹ = ∫I dω / ∫I ω⁻³ dω.

By this definition,

k_r = ⟨ω⁻³⟩⁻¹ ∫I ω⁻³ dω = ⟨ω⁻³⟩⁻¹ [4n/(3c³)] ⟨|μ|²⟩_e.

Let R = ⟨|μ|²⟩_e/⟨|μ|²⟩_g. The absorption integral gives

⟨|μ|²⟩_e = R ⟨|μ|²⟩_g = R [3nc/(4π²)] ∫σ/ω dω.

Inserting this, the constants combine as (4n/3c³)(3nc/4π²) = n²/(π²c²), and

k_r = R · [n²/(π²c²)] · ⟨ω⁻³⟩⁻¹ · ∫ σ(ω)/ω dω.

Within the assumptions stated so far this is an identity. The Strickler-Berg rate, k_SB, is the same expression with R = 1.

**Q:** So the Condon approximation is what sets R to one?

**A:** Not by itself. There are two separate assumptions.

The Condon approximation says that μ(Q) is practically constant over the nuclear positions that matter in a given band. Apply it to absorption, with the value μ_abs near the geometry of g, and to emission, with the value μ_em near the geometry of e. Then

R = |μ_em|²/|μ_abs|².

This need not be one, since the two geometries differ. The equal-moment assumption says that |μ_em| = |μ_abs|. The two together give R = 1.

They are sufficient but not necessary. What the formula needs is the equality of the two mean squares, ⟨|μ|²⟩_e = ⟨|μ|²⟩_g, and this can hold even when μ varies strongly with Q.

**Q:** Show me a case where it fails, with a number attached.

The absorption and emission prefactors have been derived, and the radiative rate has been written as the Strickler-Berg rate times R, the ratio of the mean-square transition moments in the two electronic states. It remains to show with numbers when R differs from one, and to apply the formula to spectra.
